# Factorizing periodic two-electron integrals by momentum transfer: quadratic storage in k-points

**Result.** In a crystal sampled with $N$ k-points and $m$ orbitals per cell, momentum conservation makes the Coulomb matrix of orbital pairs block diagonal in the momentum transfer $Q$, which leaves $m^4N^3$ of the $m^4N^4$ integrals. Factorizing each block as $V^Q\simeq\sum_{n=1}^{n_Q}L^Q_nL^{Q\dagger}_n$ takes $m^2N\sum_Qn_Q$ numbers. This is quadratic in $N$ provided $n_Q$, at fixed accuracy per cell, does not grow with $N$. That condition does not follow from momentum conservation; it is proved below for the eigenvalue factorization in a localized basis.

## Setting and theorem

Units are Hartree atomic units and the fermions are spinless. The cell has volume $\Omega$, lattice vectors $T,R$ and reciprocal vectors $G$. The Born–von Kármán supercell contains $N$ cells, and the k-points are its reciprocal vectors modulo $G$. From $m$ real functions $\chi_\mu$ per cell,
$$\phi_{\mu k}=N^{-1/2}\sum_Te^{ik\cdot T}\chi_\mu(r-T),\qquad \psi_{pk}=\sum_\mu\phi_{\mu k}X_{\mu p}(k),$$
with $T$ over the infinite lattice, $X=S(k)^{-1/2}$ and $S_{\mu\nu}(k)=\langle\phi_{\mu k}|\phi_{\nu k}\rangle$ on the supercell. The $\psi_{pk}$ are orthonormal. Since $e^{iG\cdot T}=1$, $\psi_{p,k+G}=\psi_{pk}$, so $k+Q$ is read modulo $G$ with no extra phase. The kernel is $v(r)=(N\Omega)^{-1}\sum_{q\ne0}w(q)e^{iq\cdot r}$, $w=4\pi/q^2$, with $q$ over supercell reciprocal vectors; the $q=0$ term is dropped and no Madelung term is added. With $\rho_{ab}=\psi_a^*\psi_b$,
$$V_{(ab),(cd)}=\iint\rho_{ab}(r)\,v(r-r')\,\rho_{cd}(r')^*=(ab|dc),$$
because $\rho_{cd}^*=\rho_{dc}$. Each $Q$ is represented in the first Brillouin zone. Define
$$F_{\mu\nu R}(q)=\int_{\mathbb R^3}\chi_\mu(r)\chi_\nu(r-R)e^{-iq\cdot r},\quad f_{\mu\nu R}^2=\sup_Q\frac1\Omega\sum_{G\ne0}w\,|F_{\mu\nu R}|^2,$$
with $w$ and $F$ taken at $Q+G$.

*Assumptions.* (A1) $\sum_Rf_{\mu\nu R}<\infty$. (A2) All eigenvalues of $S(k)$ are at least $s_{\min}>0$ throughout the zone.

**Theorem.** (i) $V$ splits into $N$ positive semidefinite blocks $V^Q$ of dimension $m^2N$. (ii) If $V^Q=\sum_nL^Q_nL_n^{Q\dagger}+\Delta^Q$ with $\Delta^Q\ge0$ and $\operatorname{tr}\Delta^Q\le\tau$, then for a Bloch determinant the exchange energy per cell is in error by at most $\tau/2$ and the Hartree energy per cell by at most $\tau n_{\rm occ}/2$, for every $N$. (iii) Under A1 and A2 the eigenvalue factorization meets $\operatorname{tr}\Delta^Q\le\tau$ with $n_Q\le n_{\max}(\tau)$ independent of $N$ and $Q$, so storage is at most $m^2N^2n_{\max}$.

## Block structure

**Lemma 1 (selection rule).** $V_{(ab),(cd)}=0$ unless $k_b-k_a=k_d-k_c$ modulo $G$.

*Proof.* Let $\tilde\rho(q)=\int\rho\,e^{-iq\cdot r}$ over the supercell. Inserting the kernel gives $\int\rho_{ab}e^{iq\cdot r}=\tilde\rho_{ab}(-q)$ and $\int\rho^*_{cd}e^{-iq\cdot r'}=\tilde\rho_{cd}(-q)^*$. Renaming $q\to-q$, under which $w$ is even,
$$V_{(ab),(cd)}=\frac1{N\Omega}\sum_{q\neq0}w(q)\,\tilde\rho_{ab}(q)\,\tilde\rho_{cd}(q)^*.$$
Shifting the summation vector in $\phi_{\mu k}$ gives $\psi_{pk}(r+T)=e^{ik\cdot T}\psi_{pk}(r)$, hence $\rho_{ab}(r+T)=e^{i(k_b-k_a)\cdot T}\rho_{ab}(r)$. The integrand of $\tilde\rho$ is supercell periodic, so shifting $r\to r+T$ leaves the integral unchanged: $\tilde\rho_{ab}(q)=e^{i(k_b-k_a-q)\cdot T}\tilde\rho_{ab}(q)$ for all $T$. Thus $\tilde\rho_{ab}(q)=0$ unless $q=Q+G$ with $Q=k_b-k_a$. Every $q$ belongs to one class $Q$, so pairs with different $Q$ share no term of the sum. $\square$

A row of $V^Q$ is labelled $(k,p,r)$ for the pair $(pk,\,r\,k{+}Q)$, which gives $m^2N$ rows and $N(m^2N)^2=m^4N^3$ elements in all. Moreover $V^Q=A^QA^{Q\dagger}$ with
$$A^Q_{(kpr),G}=\Big[\frac{w(Q+G)}{N\Omega}\Big]^{1/2}\tilde\rho_{pk,r\,k+Q}(Q+G),$$
where the column $Q+G=0$ is set to zero. Hence $x^\dagger V^Qx=\|A^{Q\dagger}x\|^2\ge0$, which completes part (i).

**Lemma 2 (unfolding).** $\tilde\rho_{\mu k,\nu\,k+Q}(q)=\sum_Re^{i(k+Q)\cdot R}F_{\mu\nu R}(q)$ for $q=Q+G$.

*Proof.* For $q=Q+G$ the integrand is cell periodic, so the supercell integral is $N$ times the cell integral, which cancels the two factors $N^{-1/2}$:
$$\tilde\rho=\sum_{T,T'}e^{-ik\cdot T+i(k+Q)\cdot T'}\int_{\rm cell}\chi_\mu(r-T)\chi_\nu(r-T')e^{-iq\cdot r}.$$
Put $r\to r+T$ and $T'=T+R$. The phase becomes $e^{-ik\cdot T}e^{i(k+Q)\cdot(T+R)}e^{-iq\cdot T}=e^{i(k+Q)\cdot R}$, since $e^{i(Q-q)\cdot T}=1$. The sum over $T$ of shifted cells fills all space. $\square$

So $\tilde\rho$ carries no power of $N$, and at fixed $Q,k,k'$ the elements of $V^Q$ scale as $1/N$. The trace, $\Omega^{-1}\sum_Gw\,N^{-1}\sum_{kpr}|\tilde\rho|^2$, is an average over $k$ and stays finite at fixed $Q\neq0$. As $Q\to0$, $\tilde\rho_{pk,r\,k+Q}(Q)\to\delta_{pr}$ by orthonormality, and the $G=0$ term of the trace diverges as $4\pi m/\Omega Q^2$. This divergence sits in a single column of $A^Q$.

**Lemma 3 ($Q$ and $-Q$).** The vectors $L^{-Q}_{n;\,r\,k+Q,\,pk}=(L^Q_{n;\,pk,\,r\,k+Q})^*$ factorize $V^{-Q}$.

*Proof.* The kernel is real, so $V_{(ba),(dc)}=\iint\rho_{ab}^*v\rho_{cd}=V_{(ab),(cd)}^*$. The pair $(ba)$ has transfer $-Q$, and $\sum_nL^*_{n;ab}L_{n;cd}=V^*_{(ab),(cd)}$. $\square$

Time reversal is not used. If $N_s$ transfers satisfy $Q=-Q$ modulo $G$, then $(N+N_s)/2$ blocks need storing.

## Operator form

**Lemma 4.** Let $E_{ab}=c_a^\dagger c_b$, $\hat L^Q_n=\sum_{kpr}L^Q_{n;kpr}E_{pk,\,r\,k+Q}$, $\hat A=(\hat L+\hat L^\dagger)/2$ and $\hat B=(\hat L-\hat L^\dagger)/2i$. For an exact factorization, $H_2=\frac12\sum(ab|dc)\,c^\dagger_ac^\dagger_dc_cc_b$ equals
$$H_2=\tfrac12\sum_{Qn}(\hat A^2+\hat B^2)-\tfrac12\sum_{kps}v_0(k)_{ps}E_{pk,sk},\quad v_0(k)_{ps}=\sum_{Qnr}L^Q_{n;kpr}L^{Q*}_{n;ksr}.$$

*Proof.* $\sum_{Qn}\hat L\hat L^\dagger=\sum V_{(ab),(cd)}c^\dagger_ac_bc^\dagger_dc_c$. From $c_bc_d^\dagger=\delta_{bd}-c_d^\dagger c_b$ and $-c_bc_c=c_cc_b$ follows $c^\dagger_ac_bc^\dagger_dc_c=\delta_{bd}E_{ac}+c^\dagger_ac^\dagger_dc_cc_b$. The second term sums to $2H_2$. In the first, $b=d$ forces $k+Q=k'+Q$, so $k=k'$ and the term is $\sum v_0E$. Next, $E_{ab}^\dagger=E_{ba}$ and $E_{cd}=E_{dc}^\dagger$ give
$$\sum_n\hat L^{Q\dagger}\hat L^Q=\sum V^{*}_{(ab),(cd)}E_{ba}E_{dc}^\dagger=\sum V_{(ba),(dc)}E_{ba}E^\dagger_{dc}=\sum_n\hat L^{-Q}\hat L^{-Q\dagger}.$$
Summed over all $Q$, therefore, $\sum\hat L\hat L^\dagger=\frac12\sum(\hat L\hat L^\dagger+\hat L^\dagger\hat L)$. Expanding the squares, $\hat A^2+\hat B^2=\frac14[(\hat L+\hat L^\dagger)^2-(\hat L-\hat L^\dagger)^2]=\frac12(\hat L\hat L^\dagger+\hat L^\dagger\hat L)$. $\square$

Squares of Hermitian one-body operators are what the Hubbard–Stratonovich transformation of auxiliary-field Monte Carlo decouples. Since $\hat L^Q$ removes momentum $Q$ and $\hat L^{Q\dagger}$ adds it, a field with $Q\ne0$ mixes k-points within a walker. The saving derived here concerns the Hamiltonian, and walkers remain matrices over all $mN$ orbitals.

## Accuracy per cell

*Proof of (ii).* Let $D_{ab}=\langle c^\dagger_ac_b\rangle$ be diagonal in $k$, with blocks $D(k)=D(k)^\dagger=D(k)^2$ and $\sum_k\operatorname{tr}D(k)=Nn_{\rm occ}$. Wick's theorem gives $\langle c^\dagger_ac^\dagger_dc_cc_b\rangle=D_{ab}D_{dc}-D_{ac}D_{db}$. Take $a=pk$, $b=r\,k{+}Q$, $c=sk'$, $d=q\,k'{+}Q$.

In the exchange term $D_{ac}$ forces $k=k'$, and the supercell energy is
$$E_x=-\tfrac12\sum_Q\operatorname{tr}(V^Q\Gamma^Q),\qquad\Gamma^Q_{(k'sq),(kpr)}=\delta_{kk'}D(k)_{ps}D(k{+}Q)_{qr}.$$
Each block of $\Gamma^Q$ is $D(k)^T\otimes D(k{+}Q)$, a product of projectors and so a projector. Replacing $V^Q$ by $V^Q-\Delta^Q$ raises $E_x$ by $\frac12\sum_Q\operatorname{tr}(\Delta^Q\Gamma^Q)$. In the eigenbasis of $\Gamma^Q$ this trace is a partial sum of non-negative diagonal elements of $\Delta^Q$, so it lies in $[0,\tau]$. With $N$ transfers, $0\le(E_x^{\rm fact}-E_x)/N\le\tau/2$.

In the Hartree term $D_{ab}$ forces $Q=0$. With $x_{(kpr)}=D(k)_{pr}^*$ and $D_{dc}=D_{cd}^*$, $E_H=\frac12x^\dagger V^0x$. The norm is $\|x\|^2=\sum_k\operatorname{tr}D^2=Nn_{\rm occ}$, and the largest eigenvalue of $\Delta^0$ is at most its trace, so $0\le(E_H-E_H^{\rm fact})/N\le\tau n_{\rm occ}/2$. $\square$

The bound covers mean-field energies of Bloch determinants, metallic ones included, and makes no statement about correlated energies. Because $\operatorname{tr}\Delta\le m^2N\max_I\Delta_{II}$, a stopping rule on the largest diagonal element guarantees the trace criterion when its threshold is $\tau/m^2N$; a threshold fixed as $N$ grows gives a guarantee per cell that loosens in proportion to $N$.

## Rank

**Lemma 5.** Let $V=AA^\dagger$ have eigenvalues $\lambda_1\ge\lambda_2\ge\dots$ and tail $t_n=\sum_{j>n}\lambda_j$. (a) If $\operatorname{rank}B\le n$, then $t_n\le\|A-B\|_F^2$. (b) If $V=LL^\dagger+\Delta$ with $n$ columns in $L$ and $\Delta\ge0$, then $t_n\le\operatorname{tr}\Delta$.

*Proof.* For a projector $P$ of rank at most $n$, $\operatorname{tr}PV=\sum_j\lambda_j\,u_j^\dagger Pu_j$ with weights in $[0,1]$ that sum to at most $n$, so $\operatorname{tr}PV\le\sum_{j\le n}\lambda_j$ and $t_n\le\operatorname{tr}(1-P)V$. (a) Project on the columns of $B$: $\operatorname{tr}(1-P)V=\|(1-P)A\|_F^2=\|(1-P)(A-B)\|_F^2\le\|A-B\|^2_F$. (b) Project on the columns of $L$: $\operatorname{tr}(1-P)V=\operatorname{tr}(1-P)\Delta\le\operatorname{tr}\Delta$. $\square$

The eigenvalue factorization $L_n=\lambda_n^{1/2}u_n$ has $\operatorname{tr}\Delta=t_n$ and is, by (b), the shortest at given $\tau$. Pivoted Cholesky starts from $\Delta=V$, picks the largest diagonal element $j$, sets $L=\Delta e_j/\Delta_{jj}^{1/2}$ and replaces $\Delta$ by $\Delta-LL^\dagger$. The residual stays semidefinite, since $x^\dagger\Delta x-|x^\dagger\Delta e_j|^2/\Delta_{jj}\ge0$ is the Cauchy–Schwarz inequality, and the same inequality gives $|\Delta_{IJ}|\le\max_I\Delta_{II}$. Part (ii) thus applies to it, and (b) gives $n_{\rm chol}\ge n_{\rm eig}$.

*Proof of (iii).* Let $g_{\mu\nu R}$ be the row vector over $G\ne0$ with entries $(w/\Omega)^{1/2}F_{\mu\nu R}(Q+G)$, so $\|g_{\mu\nu R}\|\le f_{\mu\nu R}$. By Lemma 2 the $G\neq0$ part of $A^Q$ is $\mathcal T\bar A$, where
$$\bar A_{(k\mu\nu)}=N^{-1/2}\sum_Re^{i(k+Q)\cdot R}g_{\mu\nu R},\qquad\mathcal T=\bigoplus_kX(k)^\dagger\otimes X(k{+}Q)^T.$$
Each $X$ has norm at most $s_{\min}^{-1/2}$, so $\|\mathcal T\|\le1/s_{\min}$. Choose a finite set $\mathcal S$ of lattice vectors and split $\bar A=\bar A_{\rm in}+\bar A_{\rm out}$. Every row of $\bar A_{\rm in}$ is a combination of the $m^2|\mathcal S|$ vectors $g_{\mu\nu R}$, $R\in\mathcal S$, so its rank is at most $m^2|\mathcal S|$. Let $B$ consist of the full $G=0$ column and $\mathcal T\bar A_{\rm in}$; its rank is at most $1+m^2|\mathcal S|$, and $A-B=\mathcal T\bar A_{\rm out}$. Vectors $R$ that differ by a supercell vector have the same phase, so they group into $N$ classes $[R]$, on which $N^{-1/2}e^{i(k+Q)\cdot R}$ is a unitary matrix. Unitarity, the triangle inequality and $\sum a_i^2\le(\sum a_i)^2$ for $a_i\ge0$ give
$$\|\bar A_{\rm out}\|_F^2=\sum_{\mu\nu}\sum_{[R]}\Big\|\sum_{R\in[R]\setminus\mathcal S}g_{\mu\nu R}\Big\|^2\le\sum_{\mu\nu}\Big(\sum_{R\notin\mathcal S}f_{\mu\nu R}\Big)^2.$$
By Lemma 5(a), the tail after $1+m^2|\mathcal S|$ eigenvalues is at most $s_{\min}^{-2}$ times the right side. That contains neither $N$ nor $Q$, and by A1 it falls below $\tau$ for a finite $\mathcal S$. So $n_{\max}=1+m^2|\mathcal S(\tau)|$. $\square$

*Assumption A1 for s-Gaussians.* For normalized functions with exponents $\alpha,\beta$ at centres $A$ and $B'=B+R$, put $p=\alpha+\beta$ and $P=(\alpha A+\beta B')/p$. Completing the square, $\alpha|r-A|^2+\beta|r-B'|^2=p|r-P|^2+\frac{\alpha\beta}p|A-B'|^2$, and the Gaussian integral gives $F=S_{\mu\nu R}\,e^{-q^2/4p-iq\cdot P}$ with overlap $S_{\mu\nu R}=(4\alpha\beta/p^2)^{3/4}e^{-\alpha\beta|A-B'|^2/p}$. Then $f^2\le S^2_{\mu\nu R}c_p$, where $c_p=\Omega^{-1}\sum_{G\ne0}4\pi e^{-q_G^2/2p}/q_G^2$ and $q_G$ is any positive lower bound of $|Q+G|$, the summand being decreasing in $q$. In the first zone $|Q|\le|Q+G|$, so $|G|\le2|Q+G|$ and $q_G=|G|/2$ serves. For a cubic cell with $b=2\pi/a$, $|Q_d|\le b/2$ gives $q_G^2=\sum_d\max(|G_d|-b/2,0)^2$. The overlaps decay as Gaussians, so A1 holds.

## Comparison with the supercell factor

**Lemma 6.** The spectrum of the supercell matrix is the union of the spectra of the $V^Q$.

*Proof.* Let $U_{(pT),(pk)}=N^{-1/2}e^{ik\cdot T}$, with $T$ in the supercell, act on the supercell-periodic $\chi$ with overlap $S$. Then $\phi=\chi U$ and $\psi=\chi U(U^\dagger SU)^{-1/2}=\chi S^{-1/2}U$, so $\psi$ is the unitary transform of the real Löwdin orbitals. Pair densities transform with $U^\dagger\otimes U^T$, which is unitary. $\square$

A supercell factorization stores $M^2n_{\rm super}$ numbers, $M=mN$. At total tolerance $N\tau$, keeping the union of the block choices is admissible, so $n_{\rm super}\le\sum_Qn_Q\le Nn_{\max}$. For a lower bound suppose $\operatorname{tr}V^Q\ge t_0>\tau$ for all $Q$. The largest eigenvalue of each block is then at least $\lambda_0=(t_0-\tau)/n_{\max}$. Discarding $j$ of these $N$ eigenvalues costs at least $j\lambda_0\le N\tau$, so $n_{\rm super}\ge N(1-\tau/\lambda_0)$. For $\tau<\lambda_0$ the rank is linear in $N$ and the storage cubic. Both schemes need of order $N$ vectors; the saving is that a vector of definite $Q$ has $m^2N$ entries instead of $m^2N^2$. With $\bar n$ the mean of $n_Q$, the gain in element count is $n_{\rm super}/\bar n$ over the supercell factor and $m^2N/\bar n$ over the momentum-conserving tensor.

## Remarks

1. For $N<|\mathcal S|$ the bound is weaker than the dimension $m^2N$, and the rank may still grow with $N$. For $N>|\mathcal S|$ the bound no longer exceeds the dimension, so the cap $m^2N^2n_{\max}$ lies at or below $m^4N^3$; it limits $n_Q$ from above and does not state that $n_Q$ is constant.
2. The bound degrades as $s_{\min}\to0$ and as $\tau\to0$. A unitary rotation to bands at each $k$ multiplies $\mathcal T$ by a unitary matrix and leaves the spectra unchanged.
3. No uniform upper bound for pivoted Cholesky is proved here; its rank is measured below.
4. Substituting $r\to r+R$ gives $F_{\mu\nu R}(q)=e^{-iQ\cdot R}F_{\nu\mu,-R}(q)$, with a phase independent of $G$. The vectors $g_{\mu\nu R}$ and $g_{\nu\mu,-R}$ are parallel, and for $\mathcal S=-\mathcal S$ containing $0$ the count $m^2|\mathcal S|$ drops to $(m^2|\mathcal S|+m)/2$, the $m$ triples with $\mu=\nu$, $R=0$ being their own partners.
5. Quadratic is the cost of this storage format. The $G\neq0$ part could be held in the $R$ representation, with $m^2|\mathcal S|$ rows per $Q$, at the price of applying the phases and $\mathcal T$ when needed; this format is not tested here.

## Worked example

The model has a cubic cell, $a=4$ bohr, $\Omega=64$ bohr$^3$, and $m=2$ s-Gaussians with exponents 0.6 bohr$^{-2}$ at the origin and 0.3 bohr$^{-2}$ at $(1.5,0.5,0)$ bohr. Blocks come from Lemma 2 with 1331 plane waves per $Q$. The reference is a real-space supercell quadrature, 12 points per cell edge, that uses no k-points. The determinant fills the lower band of a tight-binding model in the Löwdin basis with site energies $\mp0.5$ hartree and inter-site hoppings $-0.2$ (same cell), $-0.1$ and $-0.1$ hartree (from the function at the origin to the second function in the cells displaced by $-a$ along $x$ and along $y$), so $n_{\rm occ}=1$.

*Mesh $3\times2\times1$.* Of $2^4\cdot6^4=20736$ elements, 3456 exceed $10^{-10}$ hartree, equal to $2^4\cdot6^3$. The forbidden elements, the block values, the spectra and the $-Q$ relation agree with the lemmas at the $10^{-15}$ hartree level. Moving one function in one cell by 0.3 bohr breaks the translation symmetry, and the largest forbidden element rises to $2.7\times10^{-3}$ hartree. The reference energies are $E_H=0.131670$ and $E_x=-0.333882$ hartree per cell. At $\tau=10^{-4}$ hartree, Cholesky ranks of 7 and 8 out of 24 give deviations from the reference of $1.20\times10^{-5}$ ($E_H$) and $2.06\times10^{-5}$ hartree ($E_x$), with the signs of part (ii) and below the bound $5\times10^{-5}$. The second is $2.06\times10^{-5}/0.334=6\times10^{-5}$ of $|E_x|$. Lemma 4 holds to $2.4\times10^{-15}$ hartree in the 64-dimensional Fock space of a $3\times1\times1$ mesh.

At $\tau=10^{-12}$ the ranks stop at 14 for $Q_y=0$ and 10 for $Q_y=b/2$. Remark 4 applies to class sums, because $e^{-iQ\cdot R}$ is constant on a class. Of the 24 triples $(\mu,\nu,[R])$, four are their own partners ($\mu=\nu$, $R_x=0$, $R_y=0$ or $a$), so the rank is at most $(24+4)/2=14$. The s-Gaussian $F$ factorizes in $x,y,z$, and for $\mu=\nu$ the $y$ factor of the class $R_y=a$ equals $e^{-iQ_ya}$ times itself. At $Q_y=b/2$ this phase is $-1$ and the factor vanishes, which removes the classes $R_x=0$ and $R_x=\pm a$ for each of two functions: $14-4=10$.

*Meshes $N\times1\times1$, $\tau=10^{-6}$ hartree.* Here transverse $R$ carry unit phase, so all of them join the class of their $R_x$, and $\mathcal S=\{|R_x|\le ra\}$ counts as $2r+1$ classes. With $s_{\min}=0.3366$, taken over a 64-point line that contains every k-point used, and $c_p=2.02,\,2.67,\,3.14$ hartree for $p=0.6,\,0.9,\,1.2$, the tail bounds are $5.45$, $2.99\times10^{-6}$ and $2.8\times10^{-17}$ hartree for $r=0,1,2$. The first below $\tau$ is $r=2$, so $n_{\max}=1+4\cdot5=21$, or $1+(20+2)/2=12$ with Remark 4. These are bounds, and the measured ranks are smaller:

| $N$ | dim | $\bar n_{\rm chol}$ | $n_{\rm super}$ | $m^4N^3$ | $M^2n_{\rm super}$ | per $Q$ |
|---|---|---|---|---|---|---|
| 2 | 8 | 5 | 10 | 128 | 160 | 80 |
| 4 | 16 | 6 | 24 | 1024 | 1536 | 384 |
| 8 | 32 | 6 | 47 | 8192 | 12032 | 1536 |
| 16 | 64 | 6 | 94 | 65536 | 96256 | 6144 |
| 32 | 128 | 6 | 188 | 524288 | 770048 | 24576 |

The mean Cholesky and eigenvalue ranks coincide on all five meshes. For $N=2$ the counting above gives at most $(8+4)/2=6$ at $Q=0$ and $6-2=4$ at $Q=b/2$, consistent with the mean 5 and maximum 6. From $N=4$ on the rank is 6 while the dimension grows to 128. Much of this constancy is special to the model. Since $F\propto e^{-q^2/4p-iq\cdot P}$ and $e^{-iq_xa}=e^{-iQ_xa}$ does not depend on $G$, two vectors with the same $p$ and the same transverse factor are parallel when their centres $P_x$ differ by a multiple of $a$. One step in $R_x$ moves $P_x$ by $a/2$ for $\mu=\nu$ and by $a/3$ or $2a/3$ for the exponents 0.6 and 0.3, so each block has rank at most $2+2+3=7$ for every $N$ and every $\tau$. The table therefore shows truncation below an exact cap. With incommensurate exponents this argument gives no cap for $\mu\ne\nu$, and the independence of $N$ rests on the decay of the overlaps in part (iii). For $N=32$ the storage is $4\cdot32\cdot(32\cdot6)=24576$ against $64^2\cdot188=770048$. The slopes $\log_2(24576/6144)=2.000$ and $\log_2(770048/96256)=3.000$ express the constancy of $\bar n$ and of $n_{\rm super}/N=188/32=5.9$. For $N=16$ and 32, $n_{\rm super}$ is obtained through Lemma 6; the grid gives it directly up to $N=8$, with slope $2+\log_2(47/24)=2.97$. In this model the supercell factor has more elements than the momentum-conserving tensor, because $n_{\rm super}/N$ exceeds $m^2=4$; in bytes, real against complex, it is the smaller of the two ($770048\times8$ against $524288\times16$ at $N=32$). The gains at $N=32$ are $188/6=31.3$ and $128/6=21.3$ in element count; the first compares real with complex numbers and is halved in bytes. At $Q=b/2$ the trace is 1.212828 hartree for $N=8,16,32$, while the largest diagonal element times $N$ stays at $8\times0.084803=32\times0.021201=0.6784$ hartree. By Lemma 2, $N$ times a diagonal element depends only on $Q$ and $(k,p,r)$, so on these nested meshes the maximum can only rise as k-points are added. Here it does not rise to these digits, the value being reached already at $N=2$ ($2\times0.339213=0.6784$). The scaling was measured on one-dimensional meshes; for three-dimensional meshes it rests on part (iii).

*Counting for assumed sizes.* Take $m=20$, $n_Q=200$, $n_{\rm super}=Nn_Q$ and $N=216$, with 16 bytes per complex and 8 per real number, and no use of pair symmetry in the supercell. The full tensor needs $5.2\times10^6$ GiB, the momentum-conserving one $2.4\times10^4$ GiB, the real supercell factor 6007 GiB and the factor by $Q$ 55.6 GiB, a ratio of $6007/55.6=108=N/2$. A $6\times6\times6$ mesh has $2^3=8$ self-inverse transfers, so Lemma 3 leaves $(216+8)/2=112$ blocks and 28.8 GiB. The numerical check follows.

## Table of computed values

```
cell a = 4.0 bohr, Omega = 64.0 bohr^3, m = 2, tau = 1e-06 hartree
exponents [0.6, 0.3] bohr^-2, centres [[0.0, 0.0, 0.0], [1.5, 0.5, 0.0]] bohr
plane waves per Q = 1331, grid points per cell edge = 12
tight binding (hartree): eA -0.5, eB 0.5, t0 -0.2, tx -0.1, ty -0.1
3x2x1: elements 20736, above 1e-10: 3456, m^4 N^3 = 3456
3x2x1: max forbidden element 2.7e-16, with one function moved 0.3 bohr 2.731e-03 hartree
3x2x1: block error 6.5e-16, spectrum error 2.2e-15, -Q from Q error 2.2e-16 hartree
3x2x1 supercell: E_H = 0.13167036, E_x = -0.33388201 hartree per cell
 tau 1e-02: n_Q [4, 4, 5, 4, 5, 4], E_H-fact 3.28e-04, fact-E_x 1.79e-04 hartree
 tau 1e-04: n_Q [8, 7, 8, 7, 8, 7], E_H-fact 1.20e-05, fact-E_x 2.06e-05 hartree
 tau 1e-06: n_Q [11, 8, 11, 8, 11, 8], E_H-fact 8.20e-10, fact-E_x 2.77e-09 hartree
 tau 1e-12: n_Q [14, 10, 14, 10, 14, 10], E_H-fact -3.61e-16, fact-E_x -7.22e-16 hartree
Fock space dim 64: error L L^+ form 2.4e-15, squares form 2.4e-15, max|H2| 1.5265 hartree
s_min = 0.33662; c_p = 2.0160, 2.6734, 3.1385 hartree for p = 0.6, 0.9, 1.2
 |R_x| <= 0: rank 5, tail bound 5.453e+00 hartree
 |R_x| <= 1: rank 13, tail bound 2.992e-06 hartree
 |R_x| <= 2: rank 21, tail bound 2.765e-17 hartree
uniform rank bound n_max = 21
N dim <n_eig> <n_chol> max_chol n_super | m^4N^3 M^2n_super S_Q | tr V, max diag V at Q=b/2 (hartree)
2 8 5.000 5.000 6 10 | 128 160 80 | 1.210737 0.339213
4 16 6.000 6.000 6 24 | 1024 1536 384 | 1.212821 0.169606
8 32 6.000 6.000 6 47 | 8192 12032 1536 | 1.212828 0.084803
16 64 6.000 6.000 6 94 | 65536 96256 6144 | 1.212828 0.042402
32 128 6.000 6.000 6 188 | 524288 770048 24576 | 1.212828 0.021201
grid supercell ranks (eigenvalue, Cholesky) by N: {2: (10, 10), 4: (24, 24), 8: (47, 48)}
storage slope N 16->32: per-Q 2.000, supercell 3.000; grid supercell 4->8 2.970
N = 32 gains: supercell/per-Q 31.33, m^4N^3/per-Q 21.33
assumed m = 20, n = 200, N = 216 (counting only)
 full complex 5.190e+06 GiB, momentum-conserving complex 2.403e+04 GiB
 supercell factor real 6006.8 GiB, per-Q factor complex 55.62 GiB
 with the -Q relation on a 6x6x6 mesh: 112 blocks, 28.84 GiB
```
